# Planar Dipole Correction for a Periodic Metal Slab with Unlike Faces

## The form of the artificial field

A neutral slab lies in a cell of length $L$ along its normal $z$, repeated periodically, with vacuum at the cell boundary. Let $\rho(z)$ be the charge density averaged over the plane, positive for nuclei. The vacuum holds no charge, so its field $F$ is uniform, and since Poisson's equation is linear, $F=\int f(z)\rho(z)\,dz$ for some smooth weight $f$. Moving the slab within the cell cannot change $F$. Hence $\int[f(z+a)-f(z)]\rho\,dz=0$ for every neutral $\rho$, which requires $f(z+a)-f(z)$ to be independent of $z$. The weight is therefore linear in $z$, and its constant part drops out by neutrality.

In Gaussian-type atomic units a field is a charge divided by a length squared, so $f$ is dimensionless. The available length is $L$, and

$$F=c\,\frac{m}{L},\qquad m=\int z\,\rho(z)\,dz ,$$

where $m$ is the dipole per area and $c$ a pure number. Reflection reverses both $F$ and $m$, as it must. A slab with mirror-equivalent faces has $m=0$ and no artificial field. Inequivalent faces generally give $m\neq0$.

## The constant, the correction and the work functions

Atomic units are used in the algebra. The potential $\phi$ obeys $\phi''=-4\pi\rho$, and an electron has electrostatic energy $v=-\phi$. Without an applied field, the isolated slab has

$$\phi_{\rm iso}(z)=-2\pi\int|z-z'|\,\rho(z')\,dz',$$

because the second derivative of $|z|$ is $2\delta(z)$. To the right of all charge $|z-z'|=z-z'$, and to the left $|z-z'|=z'-z$. With $\int\rho\,dz=0$ the terms proportional to $z$ vanish, leaving

$$\phi_{\rm iso}(\text{right})=+2\pi m,\qquad \phi_{\rm iso}(\text{left})=-2\pi m .$$

Both vacua are flat, at different levels.

The periodic solution has the same charge, so it differs from $\phi_{\rm iso}$ by a solution of $\phi''=0$, namely $az+b$. Equality at $z=\pm L/2$ requires

$$2\pi m+\frac{aL}{2}=-2\pi m-\frac{aL}{2}
\quad\Rightarrow\quad a=-\frac{4\pi m}{L}.$$

The field is $F=-a=4\pi m/L$, so $c=4\pi$. The electron energy has the false slope $dv/dz=+4\pi m/L$. It is removed by

$$v_{\rm cor}(z)=-\frac{4\pi m}{L}\,z,\qquad -\frac L2<z<\frac L2 .$$

This sawtooth jumps at the cell boundary, where there must be negligible charge.

The metal has one Fermi level $E_F$. The work functions are $W_{\rm left}=v(\text{left})-E_F$ and $W_{\rm right}=v(\text{right})-E_F$, so

$$W_{\rm left}-W_{\rm right}=\phi(\text{right})-\phi(\text{left})=4\pi m .$$

The constant $b$ shifts $v$ and $E_F$ together and does not affect either work function.

## Energy and the factor of one half

Since $\phi_{\rm iso}=\phi_{\rm per}+4\pi mz/L-b$, the electrostatic energy per area is

$$\frac12\int\rho\,\phi_{\rm iso}\,dz
=\frac12\int\rho\,\phi_{\rm per}\,dz+\frac{2\pi m}{L}\int z\rho\,dz
=E_{\rm per}+\frac{2\pi m^2}{L}.$$

The constant again vanishes by neutrality. A density change $\delta n$ changes the charge by $\delta\rho=-\delta n$ and the dipole by $\delta m=-\int z\,\delta n\,dz$. Therefore

$$\delta\!\left(\frac{2\pi m^2}{L}\right)=\frac{4\pi m}{L}\,\delta m
=\int\left(-\frac{4\pi m}{L}z\right)\delta n\,dz .$$

The bracket is the full $v_{\rm cor}$. The half belongs in the energy and not in the potential.

If the total energy is assembled from Kohn–Sham eigenvalues, their sum already contains $\int n\,v_{\rm cor}\,dz=-4\pi m\,m_n/L$, with $m_n=\int zn\,dz$. The amount to add to the eigenvalue sum is therefore

$$\frac{2\pi m^2}{L}+\frac{4\pi m\,m_n}{L}
=\frac{2\pi}{L}\left[(m+m_n)^2-m_n^2\right]
=\frac{2\pi}{L}\left(m_+^2-m_n^2\right),$$

where $m_+=m+m_n$ is the moment of the positive charge. The other double-counting terms are those of the uncorrected calculation.

## The self-consistent algorithm

Use $N$ points $z_j=(j+\tfrac12)h-L/2$, with $j=0,\ldots,N-1$ and $h=L/N$. The jump then falls between grid points. For a positive density $n_+$ and electron density $n$, one cycle is:

1. Form $\rho_j=n_{+,j}-n_j$ and $m=h\sum_j z_j\rho_j$.
2. Fourier transform $\rho$, set $v_k=-4\pi\rho_k/k^2$ for $k\neq0$ and $v_0=0$, and transform back.
3. Replace $v_j$ by $v_j-4\pi mz_j/L$.
4. Add the exchange-correlation potential and solve the Kohn–Sham equation.
5. Find $E_F$ from the electron number, build the output density, and form the next input density.
6. Repeat until input and output densities agree. Then read $v-E_F$ in each vacuum.

The dipole in step 1 must be recomputed in every cycle from that cycle's input electron density. In a three-dimensional code $\rho_j$ is the planar average, and the same correction is added at every lateral position.

For a film uniform in its plane, the normal motion gives levels $\varepsilon_i$ and normalized states $\psi_i(z)$, while the parallel motion is free. At zero temperature level $i$ is filled up to $k_\parallel^2=2(E_F-\varepsilon_i)$. Including spin, it holds

$$2\,\frac{\pi k_\parallel^2}{(2\pi)^2}=\frac{k_\parallel^2}{2\pi}=\frac{E_F-\varepsilon_i}{\pi}$$

electrons per area, so

$$n(z)=\frac1\pi\sum_{\varepsilon_i<E_F}(E_F-\varepsilon_i)\,|\psi_i(z)|^2 .$$

Step 5 needs care because metals screen strongly. An input error $\delta n$ of wave number $q$ raises $v$ by $4\pi\delta n/q^2$. In the local Thomas–Fermi estimate the output density falls by $D$ times this, with $D=k_F/\pi^2$. The output error is thus $-g\,\delta n$, where $g=4k_F/(\pi q^2)$. Mixing a fraction $\beta$ of the output multiplies the error by $1-\beta(1+g)$, which is stable for $\beta<2/(1+g)$. For the film below, with $q=\pi/(16$ Å$)$, this estimate gives $g\approx110$, so $\beta$ must be of order 0.01.

A preconditioner removes most of this restriction. Let $K$ be the linear map from excess electrons to $v$, including the dipole correction. Take the response to a potential change $V$ as $-D(z)(V-\bar V)$, with

$$D(z)=\frac1\pi\sum_{\varepsilon_i<E_F}|\psi_i(z)|^2,\qquad
\bar V=\frac{\int DV\,dz}{\int D\,dz}.$$

The shift $\bar V$ follows the Fermi level and conserves charge. If $R$ is output minus input density, the update $\delta n$ solves

$$\delta n+D\left(K\delta n-\overline{K\delta n}\right)=R .$$

The example takes 0.7 of this step and combines it with up to six earlier steps by Anderson mixing, which chooses their linear combination to minimize the predicted next step, that is, the preconditioned residual.

## A film with a sharp and a diffuse face

The example is a jellium film: a smooth positive background replaces the ions. Its density is $\bar n=0.18$ Å$^{-3}$, roughly the valence density of aluminium, which serves as a gate-fill metal. The background is

$$n_+(z)=\bar n\;\tfrac12{\rm erfc}\!\left(\frac{z_l-z}{w_l}\right)\tfrac12{\rm erfc}\!\left(\frac{z-z_r}{w_r}\right),$$

with $z_r-z_l=16.0$ Å, a sharp left edge $w_l=0.4$ Å and a diffuse right edge $w_r=1.2$ Å. The two edges are a simple model of a compact and an open grain face. The cell has $L=40.0$ Å and $h=0.20$ Å. Exchange and correlation use the local density approximation with Perdew–Wang correlation.

Without the correction, the vacuum slope of $v$ is 2.516 MV/cm. The periodic cell offers one mid-vacuum level and hence one apparent work function, 3.363 eV. This value depends on where it is read, since the slope amounts to 0.025 eV per angstrom.

With the correction in every cycle, the largest residual slope is $1.3\times10^{-6}$ MV/cm, and

$$W_{\rm left}=3.641\ {\rm eV},\qquad W_{\rm right}=3.108\ {\rm eV}.$$

The dipole gives the same difference. In ordinary units $4\pi m$ becomes $4\pi e^2m$, with $e^2=14.40$ eV Å and $m$ counted in elementary charges per angstrom:

$$4\pi(14.40)(0.002946)\ {\rm eV}=0.533\ {\rm eV}.$$

The lower value on the diffuse face has an electrostatic origin. Relative to a step, an error-function edge carries the outward dipole

$$\bar n\int_{-\infty}^{\infty} x\left[\tfrac12{\rm erfc}(x/w)-\theta(-x)\right]dx=\frac{\bar n w^2}{4}.$$

Positive charge moved outward lowers the electron's vacuum level. If the electrons did not respond, the two faces would differ by $4\pi(14.40)(0.18)(1.2^2-0.4^2)/4\approx10.4$ eV. The self-consistent difference is 0.533 eV, so electronic rearrangement cancels about 95% of the bare effect.

## Error from correcting after convergence

For a fixed density, adding $v_{\rm cor}$ afterwards gives the correct isolated potential. A density converged without the correction is a different density, because the false field has polarized it.

Let $\alpha$ be the slab's polarizability per area, so that $m(F)=m+\alpha F$ for a weak field. The uncorrected dipole $m_u$ produces $F=4\pi m_u/L$, and self-consistency requires

$$m_u=m+\frac{4\pi\alpha}{L}m_u
\quad\Rightarrow\quad
m_u=\frac{m}{1-d/L},\qquad d=4\pi\alpha .$$

The length $d$ is the thickness of an ideal conductor with the same polarizability. Corrected runs in small fields of either sign give $d=18.82$ Å, which is 2.82 Å more than the background thickness. The prediction is

$$m_u=\frac{0.002946}{1-18.82/40.0}=0.00556\ e/\text{Å},$$

and the uncorrected calculation gives 0.005561 $e$/Å. The late correction therefore yields a step of 1.006 eV instead of 0.533 eV, an error of 89% relative to the correct difference.

The false field can now be written as

$$F=\frac{4\pi m_u}{L}=\frac{4\pi m}{L-d}.$$

The true work-function difference drops across the effective vacuum width $L-d$. Here $0.533/21.18=0.0252$ eV/Å for an electron, or 2.52 MV/cm. In a 50.0 Å cell the same expression gives $0.533/31.18=0.0171$ eV/Å, in agreement with the computed 1.709 MV/cm.

The relative error of the late step is

$$\frac{m_u-m}{m}=\frac{d}{L-d}.$$

It falls only as $1/L$ for large cells. At $L=50.0$ Å it is still 60%, and reaching 1% would require $L=101d$, about 1900 Å. As $L$ approaches $d$ the formula diverges, but linear response fails there and the slabs overlap, so it no longer applies.

## Errors in the corrected calculation

**Position of the jump.** Suppose a tail of charge $q$ per area crosses the cell boundary. The sum for $m$ assigns it a coordinate wrong by $L$, so at fixed density the dipole error is $qL$ in magnitude and the step error is $4\pi qL$. For $L=40.0$ Å, keeping this fixed-density error below 0.001 eV requires

$$|q|<\frac{0.001}{4\pi(14.40)(40.0)}\approx1.4\times10^{-7}\ e/\text{Å}^2 .$$

The remedy is to move the boundary into empty space or to enlarge the vacuum. Moving the present slab by 3 Å changes neither work function at the printed precision of 0.0001 eV. Nor does lengthening the cell to 50.0 Å. A charged slab is outside the method: its $m$ depends on the origin, and its vacuum field cannot vanish on both sides.

**Poisson solver.** Three neutralizing Gaussian sheets with a known potential and a dipole of magnitude 0.283 $e$/Å test the electrostatics alone. Between the first and last of 200 grid points the expected uncorrected error is $4\pi(14.40)(0.283)(199/200)\approx51$ eV. The computed error is 51.04 eV without the correction and $1.5\times10^{-13}$ eV with it.

**Grid and boundary conditions.** Fourier components of an error-function edge carry the factor $e^{-k^2w^2/4}$. At the largest grid wave number, $k=\pi/h$, this is about $5\times10^{-5}$ for the sharp edge. A separate calculation uses finite differences at half the spacing and the kernel $-2\pi|z-z'|$, with no periodic images. It gives the same two work functions, 3.6408 and 3.1078 eV. This tests the periodic treatment, but not the jellium model or the functional, which both calculations share.

**Film thickness.** Over thicknesses of 16.0, 16.6 and 17.2 Å, the work functions spread by 0.088 eV on the sharp face and 0.135 eV on the diffuse face. Discrete normal levels are a plausible cause: levels of a film cross $E_F$ at thickness intervals near $\pi/k_F\approx1.8$ Å. Three thicknesses do not establish that period. Averaged over them, the faces give 3.622 and 3.072 eV. Symmetric films with two sharp or two diffuse faces, which need no correction, give 3.616 and 3.077 eV. The two values thus belong to the individual faces to within 0.01 eV after averaging, whereas a single thin film, as an estimate for a thick one, carries an error of a few hundredths of an eV at most thicknesses and up to about 0.1 eV near a level crossing. Three points also understate the full oscillation, which is nearer 0.11 eV on the sharp face and 0.16 eV on the diffuse face.

**Lateral structure.** A charge component varying as $e^{i\mathbf g\cdot\mathbf r_\parallel}$ obeys $\phi_g''-g^2\phi_g=-4\pi\rho_g$. Its kernel is $(2\pi/g)e^{-g|z-z'|}$, since this decays and its slope jumps by $-4\pi$. The planar correction leaves such components untouched. Over the 12.0 Å from a face to the cell boundary, a rough atomic period of 2.9 Å is reduced to $5\times10^{-12}$. A grain pattern with a 50 Å period retains $e^{-2\pi(12.0)/50}=0.22$. Across the full 24 Å between neighbouring slabs it retains the square of this, about 0.05. Planar averaging is then insufficient: such patches need a wider vacuum or a Coulomb kernel truncated along $z$ for every lateral component.

## Relation to a metal gate

The model isolates the electrostatics of face-dependent work functions; it does not predict aluminium values. Real aluminium has a work function of roughly 4 eV, and its low-index faces, compact and more open, differ by less than the 0.53 eV found here, so the diffuse edge exaggerates the size of the contrast among them. Reported values for aluminium do not consistently place the most compact face highest, so the sign found here should not be carried over to it either. The film, 1.6 nm thick, is also thinner than a typical gate fill. For the sharp face and for the difference, the largest model shift computed here comes from omitting the ions; on the diffuse face the choice of correlation functional below shifts the value more. A mean ionic potential of $-2.467$ eV in the bulk, chosen to give zero bulk pressure, is added and made to fade at the edges in proportion to the background density. It raises the sharp-face value by 0.33 eV and the diffuse-face value by 0.06 eV. With this ending the difference grows to about 0.80 eV, half as large again. Both shifts depend on how the potential is ended, even in sign: ending it with width 0.4 Å on both faces lowers the diffuse-face value by 0.20 eV, and moving its edges 0.5 Å inward lowers the sharp-face value by 0.07 eV. These numbers therefore indicate only the scale of the error. Wigner correlation raises the two values by 0.11 and 0.15 eV. Heating the electrons to 400 K, with the background fixed, changes neither value of this 16.0 Å film at the printed precision, since no normal level lies within 0.3 eV of $E_F$. Near a level crossing, as at 17.4 Å, the shift reaches about 0.008 eV. Thermal expansion is not included.

In a modern gate stack, other metal layers usually separate the fill from the oxide. They screen the faces of the fill, and the grains of the layer touching the oxide matter instead. The following estimate therefore applies only to a metal in direct contact with the oxide, where interface charge alters the level alignment. If both faces follow a common linear pinning law with a rough slope of 0.5, the 0.533 eV vacuum difference becomes an effective difference of 0.27 eV. Bonding that differs between the faces breaks this assumption and requires an explicit interface calculation. The complete values are in the numerical output.

## Values computed for the example and the checks

```
valence density, rough Al: 0.18 1/angstrom^3
film thickness: 16.0 angstrom
cell length: 40.0 angstrom
long cell length: 50.0 angstrom
grid spacing: 0.20 angstrom
sharp edge width, left: 0.4 angstrom
diffuse edge width, right: 1.2 angstrom
Gaussian sheets, error without correction: 51.036 eV
Gaussian sheets, error with correction: 1.5e-13 eV
false field slope, uncorrected: 2.516 MV/cm
false slope from dipole formula: 2.516 MV/cm
false slope, long cell: 1.709 MV/cm
largest residual slope, corrected: 1.3e-06 MV/cm
apparent single work function, uncorrected: 3.363 eV
work function, sharp face: 3.6408 eV
work function, diffuse face: 3.1078 eV
work function difference: 0.5330 eV
long cell, sharp face: 3.6408 eV
long cell, diffuse face: 3.1078 eV
slab moved 3 angstrom, sharp face: 3.6408 eV
slab moved 3 angstrom, diffuse face: 3.1078 eV
open boundary, sharp face: 3.6408 eV
open boundary, diffuse face: 3.1078 eV
dipole per area, corrected: 0.002946 e/angstrom
dipole per area, uncorrected: 0.005561 e/angstrom
uncorrected dipole predicted: 0.005563 e/angstrom
4 pi polarizability per area: 18.819 angstrom
step if corrected only after convergence: 1.0063 eV
thickness mean, sharp face: 3.622 eV
thickness mean, symmetric sharp film: 3.616 eV
thickness mean, diffuse face: 3.072 eV
thickness mean, symmetric diffuse film: 3.077 eV
thickness spread, sharp face: 0.088 eV
thickness spread, diffuse face: 0.135 eV
temperature of use: 400 K
shift from electron temperature: left +0.0000 eV, right +0.0000 eV
shift with Wigner correlation: left +0.1146 eV, right +0.1496 eV
mean ionic potential from zero pressure: -2.467 eV
shift from mean ionic potential: left +0.3276 eV, right +0.0624 eV
distance from face to cell boundary: 12.0 angstrom
atomic lateral period, rough: 2.9 angstrom
atomic harmonic left at boundary: 5.1e-12 (ratio)
grain lateral period, rough: 50.0 angstrom
grain harmonic left at boundary: 0.221 (ratio)
oxide pinning slope, rough: 0.5 (ratio)
difference scaled by pinning slope: 0.267 eV
```
